**Eigenvalue zeros and deformation potentials in a plane-wave pseudopotential model**

For rigid neutral spherical atoms, a level measured from vacuum is e0 + D/Omega, where e0 is the eigenvalue with all G=0 electrostatic terms dropped and Omega is the cell volume. Here D = alpha − (2π/3)Q, alpha is the integral of v_loc + Z/r, and Q is the second moment of the atomic electron density. The program asserts this value of D by radial quadrature for two density shapes, and asserts that the reciprocal-space energy including Z·alpha/Omega equals a real-space sum over neutral atoms. It also asserts that slabs referred to their own vacuum potential reproduce the shifted bulk levels and their deformation potential within 0.05 eV and 0.15 eV respectively. Further assertions cover the potential step between two layer spacings and the dependence of the interior average on where a periodic charge pattern is cut. The output shows deformation potentials of the lowest level of −3.74 and −2.28 eV for two pseudopotentials in the zero-average convention. Both become −5.89 eV with the alpha term and +2.70 eV when measured from vacuum. The model has frozen densities and no exchange-correlation, and it represents no particular material.

## Program and output

```python
"""
Result under test: plane-wave eigenvalues of a neutral crystal have no common zero.
With all G=0 electrostatic terms dropped a level is e0. The alpha convention gives
e0 + alpha/Omega. For rigid neutral spherical atoms the level measured from vacuum is
e0 + D/Omega, D = alpha - (2 pi/3) Q, where
  alpha = integral of (v_loc + Z/r),  Q = integral of r^2 n(r),  Omega = cell volume.
Deformation potential: d(level)/d(ln Omega).
Model: simple cubic crystal, frozen Gaussian atomic densities, no exchange-correlation.
Pseudopotential A is local. B adds a Gaussian w(r) to the local part and removes it
again in the s and p channels. Hartree atomic units inside, eV and angstrom in print.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import cumulative_trapezoid, simpson, quad
from scipy.linalg import eigh
from scipy.special import erf, erfc, spherical_jn

BOHR = physical_constants["Bohr radius"][0] * 1e10
EV = physical_constants["Hartree energy in eV"][0]
VOL = BOHR**3

Z = 4.0
A0 = 3.0 / BOHR            # lattice constant
S_ION = 0.4 / BOHR         # width of Gaussian ion charge
T_EL = 0.8 / BOHR          # width of Gaussian electron density
W_AMP = 20.0 / EV          # height of the added Gaussian w(r)
U_W = 0.5 / BOHR           # width of w(r)
STEP = 0.02                # relative change of lattice constant
W_INT = W_AMP * (2 * np.pi)**1.5 * U_W**3

# ---------- radial integrals from their definitions ----------
r = np.linspace(1e-6, 30.0, 60001)
v_loc = -Z * erf(r / (np.sqrt(2) * S_ION)) / r
alpha_A = simpson(4 * np.pi * r**2 * (v_loc + Z / r), x=r)
assert abs(alpha_A / (2 * np.pi * Z * S_ION**2) - 1) < 1e-5


def second_moment_and_average(density):
    """Q and the integral of v_loc + v_Hartree, by radial Poisson integration."""
    density = density * Z / simpson(4 * np.pi * r**2 * density, x=r)
    inner = cumulative_trapezoid(4 * np.pi * r**2 * density, r, initial=0)
    outer = cumulative_trapezoid(4 * np.pi * r * density, r, initial=0)
    v_hartree = inner / r + outer[-1] - outer
    moment = simpson(4 * np.pi * r**4 * density, x=r)
    return moment, simpson(4 * np.pi * r**2 * (v_loc + v_hartree), x=r)


Q_gauss, D_direct = second_moment_and_average(np.exp(-r**2 / (2 * T_EL**2)))
Q_exp, D_exp = second_moment_and_average(np.exp(-1.5 * r))
D_A = alpha_A - 2 * np.pi / 3 * Q_gauss
assert abs(D_direct - D_A) < 1e-3 * abs(D_A)
assert abs(D_exp - (alpha_A - 2 * np.pi / 3 * Q_exp)) < 1e-3 * abs(D_exp)
alpha = {"A": alpha_A, "B": alpha_A + W_INT}
D = {"A": D_A, "B": D_A + W_INT}

# ---------- total electrostatic energy: reciprocal against real space ----------
omega0 = A0**3
axis = np.arange(-6, 7)
cells = np.array(np.meshgrid(axis, axis, axis, indexing="ij")).reshape(3, -1).T
cells = cells[np.any(cells != 0, axis=1)]
R = A0 * np.sqrt((cells**2).sum(axis=1))
G2 = (2 * np.pi / A0)**2 * (cells**2).sum(axis=1)
eta = np.pi / A0**2
ewald = Z**2 * (0.5 * np.sum(erfc(np.sqrt(eta) * R) / R)
                + 2 * np.pi / omega0 * np.sum(np.exp(-G2 / (4 * eta)) / G2)
                - np.sqrt(eta / np.pi) - np.pi / (2 * eta * omega0))
e_hartree = 2 * np.pi * Z**2 / omega0 * np.sum(np.exp(-G2 * T_EL**2) / G2)
e_local = -4 * np.pi * Z**2 / omega0 * np.sum(
    np.exp(-G2 * (S_ION**2 + T_EL**2) / 2) / G2)
e_alpha = Z * alpha_A / omega0
e_reciprocal = e_hartree + e_local + ewald + e_alpha
mixed = np.sqrt(2 * (S_ION**2 + T_EL**2))
e_atom = Z**2 / (2 * np.sqrt(np.pi) * T_EL) - 2 * Z**2 / (np.sqrt(np.pi) * mixed)
e_pairs = 0.5 * np.sum(Z**2 / R * (1 + erf(R / (2 * T_EL)) - 2 * erf(R / mixed)))
e_real = e_atom + e_pairs
assert abs(e_reciprocal - e_real) < 1e-5


# ---------- plane-wave Hamiltonian with the G=0 potential removed ----------
def screened_form_factor(g2, pseudo):
    """Fourier transform of local plus Hartree potential of one atom, zero at G=0."""
    safe = np.where(g2 > 1e-8, g2, 1.0)
    value = -4 * np.pi * Z / safe * (np.exp(-safe * S_ION**2 / 2)
                                     - np.exp(-safe * T_EL**2 / 2))
    if pseudo == "B":
        value = value + W_INT * np.exp(-safe * U_W**2 / 2)
    return np.where(g2 > 1e-8, value, 0.0)


def w_in_s_and_p(k2_left, k2_right, dot):
    """Plane-wave kernel of w(r) restricted to l=0 and l=1."""
    x = np.maximum(U_W**2 * np.sqrt(k2_left * k2_right), 1e-2)
    s_part = np.sinh(x) / x
    p_part = 3 * U_W**2 * dot * (x * np.cosh(x) - np.sinh(x)) / x**3
    return W_INT * np.exp(-U_W**2 * (k2_left + k2_right) / 2) * (s_part + p_part)


q1, q2, cosine = 1.0, 1.7, 0.3
kernel_quad = 0.0
for l, legendre in ((0, 1.0), (1, cosine)):
    radial = quad(lambda x: x**2 * W_AMP * np.exp(-x**2 / (2 * U_W**2))
                  * spherical_jn(l, q1 * x) * spherical_jn(l, q2 * x), 0, 15)[0]
    kernel_quad += 4 * np.pi * (2 * l + 1) * legendre * radial
assert abs(kernel_quad - w_in_s_and_p(q1**2, q2**2, q1 * q2 * cosine)) < 1e-6


def hamiltonian(a, pseudo, layers=1, periods=1, shell2=12):
    """Gamma-point matrix; 'layers' atoms stacked in a cell a x a x periods*a."""
    n = int(np.sqrt(shell2)) + 1
    nxy, nz = np.arange(-n, n + 1), np.arange(-n * periods, n * periods + 1)
    idx = np.array(np.meshgrid(nxy, nxy, nz, indexing="ij")).reshape(3, -1).T
    scaled = idx / np.array([1.0, 1.0, periods])
    keep = (scaled**2).sum(axis=1) <= shell2 + 1e-9
    idx, g = idx[keep], 2 * np.pi / a * scaled[keep]
    dot = g @ g.T
    k2 = np.diag(dot).copy()
    diff2 = k2[:, None] + k2[None, :] - 2 * dot
    heights = np.arange(layers) - (layers - 1) / 2
    orders = np.arange(4 * n * periods + 1)
    table = np.cos(2 * np.pi * np.outer(orders, heights) / periods).sum(axis=1)
    structure = table[np.abs(idx[:, 2][:, None] - idx[:, 2][None, :])]
    kernel = screened_form_factor(diff2, pseudo)
    if pseudo == "B":
        kernel = kernel - w_in_s_and_p(k2[:, None], k2[None, :], dot)
    return kernel * structure / (periods * a**3) + np.diag(k2 / 2)


def bulk_levels(a, pseudo, shell2=12):
    """Lowest level and lowest odd-parity level at Gamma, zero-average convention."""
    energy, vec = eigh(hamiltonian(a, pseudo, shell2=shell2))
    parity = np.sum(vec * vec[::-1], axis=0)   # reversed order maps G to -G
    return np.array([energy[0], energy[parity < -0.5][0]])


level = {p: bulk_levels(A0, p) for p in "AB"}
finer = {p: bulk_levels(A0, p, shell2=24) for p in "AB"}
basis_error = max(np.max(np.abs(level[p] - finer[p])) for p in "AB") * EV
assert basis_error < 0.01

raw_shift = (level["B"] - level["A"]) * EV
residual = raw_shift + W_INT / omega0 * EV
assert np.all(np.abs(raw_shift) > 1.0)
assert abs(residual[0]) < 0.02 and abs(residual[1]) < 0.1

# ---------- deformation potentials in three conventions ----------
a_small, a_large = A0 * (1 - STEP), A0 * (1 + STEP)
dlog = 3 * np.log(a_large / a_small)
pair = {p: (bulk_levels(a_small, p), bulk_levels(a_large, p)) for p in "AB"}


def deformation(pseudo, constant):
    """Finite-difference slope of e0 + constant/Omega, in eV."""
    low, high = pair[pseudo]
    return (high + constant / a_large**3 - low - constant / a_small**3) / dlog * EV


def_zero = {p: deformation(p, 0.0) for p in "AB"}
def_alpha = {p: deformation(p, alpha[p]) for p in "AB"}
def_vac = {p: deformation(p, D[p]) for p in "AB"}
gap_def = {p: def_zero[p][1] - def_zero[p][0] for p in "AB"}
assert abs(def_zero["B"][0] - def_zero["A"][0]) > 1.0
assert abs(def_alpha["B"][0] - def_alpha["A"][0]) < 0.05
assert abs(gap_def["B"] - gap_def["A"]) < 0.15


# ---------- slabs: vacuum level read from the supercell potential ----------
def plane_potential(z, atoms, length, area, pseudo):
    """Plane-averaged potential with its G=0 term removed."""
    g = 2 * np.pi / length * np.arange(1, int(12 * length / (2 * np.pi)) + 1)
    form = 2 * screened_form_factor(g**2, pseudo) / (area * length)
    phase = sum(np.cos(np.outer(np.atleast_1d(z) - atom, g)) for atom in atoms)
    return phase @ form


def slab_level(a, layers, pseudo):
    """Lowest slab level: raw, and relative to the vacuum potential."""
    periods = layers + 2
    raw = eigh(hamiltonian(a, pseudo, layers, periods), eigvals_only=True,
               subset_by_index=[0, 0])[0]
    atoms = a * (np.arange(layers) - (layers - 1) / 2)
    vacuum = plane_potential(periods * a / 2, atoms, periods * a, a * a, pseudo)[0]
    return raw, raw - vacuum


sizes = np.array([3, 5, 7])
x_size = 1 - np.cos(np.pi / (sizes + 1))    # confinement energy of a finite chain
slab_limit = []
for a in (a_small, a_large):
    values = [slab_level(a, n, "A")[1] for n in sizes]
    slab_limit.append(np.polyfit(x_size, values, 2)[-1])
bulk_vacuum = [pair["A"][0][0] + D_A / a_small**3, pair["A"][1][0] + D_A / a_large**3]
slab_errors = (np.array(slab_limit) - np.array(bulk_vacuum)) * EV
assert np.all(np.abs(slab_errors) < 0.05)   # left over from thickness extrapolation
def_slab = (slab_limit[1] - slab_limit[0]) / dlog * EV
assert abs(def_slab - def_vac["A"][0]) < 0.15
assert abs(def_slab - def_alpha["A"][0]) > 1.0

slab_A, slab_B = slab_level(A0, 3, "A"), slab_level(A0, 3, "B")
slab_raw_diff = (slab_B[0] - slab_A[0]) * EV
slab_vac_diff = (slab_B[1] - slab_A[1]) * EV
assert abs(slab_raw_diff) > 0.5 and abs(slab_vac_diff) < 0.05

# ---------- interface between two layer spacings ----------
c1, c2, count = A0, 3.12 / BOHR, 8
length = count * (c1 + c2)
atoms = np.concatenate([(np.arange(count) + 0.5) * c1,
                        count * c1 + (np.arange(count) + 0.5) * c2])
window = 3.5 + (np.arange(200) + 0.5) / 200
mean1 = plane_potential(window * c1, atoms, length, A0**2, "A").mean()
mean2 = plane_potential(count * c1 + window * c2, atoms, length, A0**2, "A").mean()
lineup = (mean2 - mean1) * EV
lineup_formula = D_A / A0**2 * (1 / c2 - 1 / c1) * EV
assert abs(lineup - lineup_formula) < 1e-3

# ---------- one bulk charge pattern, two terminations ----------
n_wave = 0.05 * VOL
per_cell, cells_in_slab = 2000, 6
z = np.linspace(0, cells_in_slab * A0, per_cell * cells_in_slab + 1)
termination = []
for sign in (1, -1):
    charge = sign * n_wave * np.cos(2 * np.pi * z / A0)
    slope = cumulative_trapezoid(-4 * np.pi * charge, z, initial=0)
    potential = cumulative_trapezoid(slope, z, initial=0)
    assert abs(potential[-1]) < 1e-5 and abs(slope[-1]) < 1e-5
    interior = potential[2 * per_cell:3 * per_cell].mean()
    one_cell = slice(0, per_cell + 1)
    moment = simpson((z[one_cell] - A0 / 2)**2 * charge[one_cell], x=z[one_cell])
    assert abs(interior + 2 * np.pi / A0 * moment) < 1e-5
    termination.append(interior * EV)
assert abs(termination[0] - termination[1]) > 1.0

# ---------- printed numbers ----------
print(f"lattice constant {A0*BOHR:.2f} A, cell volume {omega0*VOL:.2f} A^3")
print(f"ion charge {Z:.0f}, ion width {S_ION*BOHR:.2f} A, electron width {T_EL*BOHR:.2f} A")
print(f"added Gaussian w: height {W_AMP*EV:.1f} eV, width {U_W*BOHR:.2f} A")
print(f"second moment Q = {Q_gauss*BOHR**2:.3f} A^2")
for p in "AB":
    print(f"{p}: alpha = {alpha[p]*EV*VOL:.2f} eV A^3, D = {D[p]*EV*VOL:.2f} eV A^3")
    print(f"{p}: alpha/Omega = {alpha[p]/omega0*EV:.3f} eV, D/Omega = {D[p]/omega0*EV:.3f} eV")
print(f"second-moment term -2 pi Q/(3 Omega) = {(D_A-alpha_A)/omega0*EV:.3f} eV")
print(f"integral of w / Omega = {W_INT/omega0*EV:.3f} eV")
print("Electrostatic energy per cell, pseudopotential A:")
print(f"  Hartree, G>0: {e_hartree*EV:.3f} eV; local, G>0: {e_local*EV:.3f} eV")
print(f"  Ewald: {ewald*EV:.3f} eV; alpha energy Z*alpha/Omega: {e_alpha*EV:.3f} eV")
print(f"  reciprocal total {e_reciprocal*EV:.4f} eV, real-space total {e_real*EV:.4f} eV")
print("Gamma levels (lowest, lowest odd), eV:")
for p in "AB":
    for name, const in (("zero-average", 0.0), ("alpha", alpha[p]), ("vacuum", D[p])):
        e = (level[p] + const / omega0) * EV
        print(f"  {p} {name}: {e[0]:.3f}, {e[1]:.3f}")
print(f"B-A zero-average: {raw_shift[0]:.3f}, {raw_shift[1]:.3f} eV")
print(f"B-A after alignment: {residual[0]:.4f}, {residual[1]:.4f} eV")
print(f"largest basis-set change of a level: {basis_error:.5f} eV")
print(f"Deformation potentials (lowest, lowest odd), eV, a changed by +-{100*STEP:.0f}%:")
for p in "AB":
    for name, d in (("zero-average", def_zero), ("alpha", def_alpha), ("vacuum", def_vac)):
        print(f"  {p} {name}: {d[p][0]:.3f}, {d[p][1]:.3f}")
print(f"level-difference deformation potential: A {gap_def['A']:.3f}, B {gap_def['B']:.3f} eV")
print("Slabs of 3, 5, 7 layers extrapolated, lowest level from vacuum:")
for a, s, b in zip((a_small, a_large), slab_limit, bulk_vacuum):
    print(f"  a = {a*BOHR:.2f} A: slab {s*EV:.3f} eV, bulk + D/Omega {b*EV:.3f} eV")
print(f"  deformation potential from slabs: {def_slab:.3f} eV")
print(f"3-layer slab, B-A: raw {slab_raw_diff:.3f} eV, from vacuum {slab_vac_diff:.4f} eV")
print(f"Interface, layer spacings {c1*BOHR:.2f} and {c2*BOHR:.2f} A:")
print(f"  average-potential step {lineup:.4f} eV, formula {lineup_formula:.4f} eV")
print(f"Charge wave of amplitude {n_wave/VOL:.3f} electrons/A^3, period {A0*BOHR:.2f} A:")
print(f"  interior averages for two cuts: {termination[0]:.3f}, {termination[1]:.3f} eV")
print("ALL CHECKS PASSED")
```

Printed output:

```
lattice constant 3.00 A, cell volume 27.00 A^3
ion charge 4, ion width 0.40 A, electron width 0.80 A
added Gaussian w: height 20.0 eV, width 0.50 A
second moment Q = 7.680 A^2
A: alpha = 57.90 eV A^3, D = -173.71 eV A^3
A: alpha/Omega = 2.145 eV, D/Omega = -6.434 eV
B: alpha = 97.28 eV A^3, D = -134.34 eV A^3
B: alpha/Omega = 3.603 eV, D/Omega = -4.976 eV
second-moment term -2 pi Q/(3 Omega) = -8.578 eV
integral of w / Omega = 1.458 eV
Electrostatic energy per cell, pseudopotential A:
  Hartree, G>0: 4.702 eV; local, G>0: -30.151 eV
  Ewald: -108.950 eV; alpha energy Z*alpha/Omega: 8.578 eV
  reciprocal total -125.8203 eV, real-space total -125.8203 eV
Gamma levels (lowest, lowest odd), eV:
  A zero-average: -7.547, 13.964
  A alpha: -5.402, 16.108
  A vacuum: -13.981, 7.530
  B zero-average: -9.005, 12.544
  B alpha: -5.402, 16.147
  B vacuum: -13.980, 7.568
B-A zero-average: -1.457, -1.420 eV
B-A after alignment: 0.0009, 0.0386 eV
largest basis-set change of a level: 0.00665 eV
Deformation potentials (lowest, lowest odd), eV, a changed by +-2%:
  A zero-average: -3.739, -10.943
  A alpha: -5.886, -13.090
  A vacuum: 2.703, -4.501
  B zero-average: -2.283, -9.597
  B alpha: -5.890, -13.204
  B vacuum: 2.699, -4.615
level-difference deformation potential: A -7.204, B -7.314 eV
Slabs of 3, 5, 7 layers extrapolated, lowest level from vacuum:
  a = 2.94 A: slab -14.155 eV, bulk + D/Omega -14.154 eV
  a = 3.06 A: slab -13.830 eV, bulk + D/Omega -13.830 eV
  deformation potential from slabs: 2.705 eV
3-layer slab, B-A: raw -0.874 eV, from vacuum 0.0010 eV
Interface, layer spacings 3.00 and 3.12 A:
  average-potential step 0.2475 eV, formula 0.2475 eV
Charge wave of amplitude 0.050 electrons/A^3, period 3.00 A:
  interior averages for two cuts: -2.063, 2.063 eV
ALL CHECKS PASSED
```
